# Peak Condition for Square-Wave Lock-In Trap Spectroscopy

## The rate assigned to a lock-in peak

An Arrhenius analysis of trap emission needs one decision before any line is fitted: which emission rate belongs to the temperature at which the lock-in signal peaks? The instrument supplies a period $T$ and a peak temperature $\Theta_p$. The rate must come from the weighting applied to the transient. For a square wave covering the full period, with no part blanked, the assignment is $e(\Theta_p)=2.51/T$. A wrong number here enters the capture cross section directly.

### The weighted transient

A filling pulse loads a discrete trap level with electrons. After the pulse they leave at rate $e$, and the capacitance deficit decays as

$$s(t)=A\,e^{-et},\qquad 0<t<T. \tag{1}$$

The next pulse arrives at $t=T$. We assume that each pulse is short compared with $T$ and refills every trap, so that all periods start with the same $A$. The meter is taken to respond instantly. The lock-in multiplies by $+1$ in the first half period and by $-1$ in the second, then averages:

$$S=\frac1T\left[\int_0^{T/2}s\,dt-\int_{T/2}^{T}s\,dt\right]. \tag{2}$$

The polarity makes $S$ positive. A constant baseline contributes nothing, because the two halves are equally long. A different overall gain would multiply $S$ without moving its maximum.

Let $x=eT$ and $u=e^{-x/2}$. The first integral in (2), divided by $T$, is $A(1-u)/x$. The second is $A(u-u^2)/x=Au(1-u)/x$. Their difference is

$$\frac SA=f(x)=\frac{(1-u)^2}{x}=\frac{(1-e^{-x/2})^2}{x}. \tag{3}$$

For $x\ll1$, $1-u\approx x/2$ and $f\approx x/4$: the transient hardly decays within a period, and the two halves nearly cancel. For $x\gg1$, $f\approx1/x$: the transient is over early in the first half, and its area shrinks as the rate grows. A maximum must lie between these limits.

### The maximum and its uniqueness

Since $du/dx=-u/2$, the derivative of $(1-u)^2$ is $u(1-u)$. The quotient rule gives

$$f'(x)=\frac{xu(1-u)-(1-u)^2}{x^2}
=\frac{(1-u)\,[(1+x)u-1]}{x^2}. \tag{4}$$

For $x>0$ the factor $1-u$ is positive, so a stationary point requires $(1+x)u=1$, or

$$e^{x/2}=1+x. \tag{5}$$

To count the solutions, define $h(x)=(1+x)u-1$. Then $h(0)=0$ and

$$h'(x)=u-\tfrac12(1+x)u=\tfrac12(1-x)u. \tag{6}$$

Thus $h$ rises from zero until $x=1$ and then falls steadily towards $-1$. It has exactly one positive zero, where $f'$ changes from positive to negative. This is the single maximum of $f$.

The root is easily bracketed. At $x=2.51$, $e^{x/2}=3.508$ is below $1+x=3.510$; at $x=2.52$, $e^{x/2}=3.525$ is above $3.520$. For a closed form, set $w=-(1+x)/2$, so that $x/2=-w-\tfrac12$. Equation (5) becomes $-2w=e^{-w-1/2}$, or $we^w=-\tfrac12e^{-1/2}$. This is the defining equation of the Lambert function. Its upper real branch gives $w=-\tfrac12$, hence the excluded root $x=0$. The lower branch gives

$$x_*=-1-2W_{-1}\!\left(-\tfrac12e^{-1/2}\right)=2.5129. \tag{7}$$

The peak condition is therefore $e(\Theta_p)T=x_*$, about 2.51.

### Height and width of the response

At the maximum, (5) gives $u=1/(1+x_*)$ and $1-u=x_*/(1+x_*)$. Inserting these in (3),

$$f(x_*)=\frac{x_*}{(1+x_*)^2}=0.2036. \tag{8}$$

About one fifth of the initial amplitude appears in the averaged output.

Emission rates vary over decades, so the curvature is most useful on a logarithmic axis. From $\ln f=2\ln(1-u)-\ln x$,

$$\frac{d\ln f}{d\ln x}=\frac{x}{e^{x/2}-1}-1. \tag{9}$$

Differentiating once more and multiplying by $x$,

$$\frac{d^2\ln f}{d(\ln x)^2}
=\frac{x}{e^{x/2}-1}-\frac{x^2e^{x/2}}{2(e^{x/2}-1)^2}. \tag{10}$$

At $x_*$ we may replace $e^{x/2}-1$ by $x_*$ and $e^{x/2}$ by $1+x_*$. The result is

$$\left.\frac{d^2\ln f}{d(\ln x)^2}\right|_{x_*}
=1-\frac{1+x_*}{2}=-\kappa,\qquad \kappa=\frac{x_*-1}{2}=0.756. \tag{11}$$

The response falls to half its maximum at $x=0.527$ and $x=9.67$, a factor of 18 in rate. The peak is a broad window. Equation (7) fixes its maximum exactly, but the top is flat: the signal stays within 1% of its maximum from $x=2.13$ to $2.95$. A measured peak position is therefore best taken from a fit to the whole curve.

### From period to temperature

A temperature scan changes $e$ at fixed $T$. Detailed balance relates emission to capture. With trap occupation $\phi$, equilibrium requires $e\phi=\sigma v n(1-\phi)$, where $\sigma$ is the capture cross section, $v$ the thermal speed and $n$ the electron density. For a nondegenerate band, $n=N_c e^{-(E_c-E_F)/k\Theta}$. With level degeneracies absorbed in $\sigma$, $(1-\phi)/\phi=e^{(E_t-E_F)/k\Theta}$. The Fermi energy cancels, leaving

$$e(\Theta)=\sigma vN_c\,e^{-E/k\Theta},\qquad E=E_c-E_t. \tag{12}$$

In silicon the electrons occupy six ellipsoidal valleys with masses $m_l,m_t,m_t$. Summing over spin, valleys and momentum gives three Gaussian integrals:

$$N_c=12\left(\frac{2\pi k\Theta}{h^2}\right)^{3/2}\sqrt{m_lm_t^2}. \tag{13}$$

We take $v$ as the root-mean-square speed. Each momentum component has $\langle p_i^2\rangle=m_ik\Theta$, so $v^2=k\Theta(1/m_l+2/m_t)$. Hence $vN_c=\gamma\Theta^2$, with $\gamma$ independent of temperature for fixed masses.

If $A$, $E$ and $\sigma$ are independent of temperature, $e$ rises monotonically and $S$ peaks where $eT=x_*$. Taking the logarithm of (12) then gives

$$\ln\frac{x_*}{T\Theta_p^2}=\ln(\sigma\gamma)-\frac{E}{k\Theta_p}. \tag{14}$$

Several periods give a straight line against $1/k\Theta_p$, with slope $-E$ and intercept $\ln(\sigma\gamma)$. Replacing $x_*$ by another constant shifts every ordinate equally. The slope is unchanged, while $\sigma$ is multiplied by the ratio of the constants.

### When the constant is different

**Sine weighting.** If the weight is $\sin(2\pi t/T)$, the average is the imaginary part of $\int_0^1e^{(-x+2\pi i)\tau}d\tau$, with $\tau=t/T$:

$$\frac SA=\frac{2\pi(1-e^{-x})}{x^2+4\pi^2}. \tag{15}$$

Its peak is at $x=2.357$. The square-wave constant therefore does not apply to an instrument that detects only the fundamental.

**Blanking and phase error.** Suppose a fraction $g<\tfrac12$ of the period is blanked at the start of each half. The integrals give $(e^{-gx}-u)(1-u)/x$. If instead the square wave is delayed by a fraction $d<\tfrac14$, the three constant pieces of the weight add up to $(1-u)(2e^{-dx}-1-u)/x$. Relative to (3), the two outputs are multiplied by

$$R_g=1-\frac{1-e^{-gx}}{1-e^{-x/2}},\qquad
R_d=1-2\,\frac{1-e^{-dx}}{1-e^{-x/2}}. \tag{16}$$

The quotient in $R_g$ has logarithmic derivative $[\psi(gx)-\psi(x/2)]/x$, where $\psi(y)=y/(e^y-1)$ decreases with $y$. Since $gx<x/2$, the quotient increases and $R_g$ decreases. The same holds for $R_d$. Both changes penalize fast transients and move the peak to smaller $x$. At $T=20$ ms, blanking the first 1 ms of each half gives $x=2.267$; a delay of $5^\circ$ without blanking gives 2.359.

**Incomplete refilling.** Let each pulse fill a fraction $p$ of the empty traps. In the periodic state, the filled fraction $n_0$ just after a pulse obeys $n_0=n_0e^{-x}+p(1-n_0e^{-x})$, so

$$n_0=\frac{p}{1-(1-p)e^{-x}}. \tag{17}$$

For $p<1$ this factor decreases with $x$, because slow traps retain more charge from earlier pulses. The peak moves down, to $x=2.074$ for $p=0.5$. In the limit $p\to0$ at fixed $x$, $n_0\approx p/(1-u^2)$, and the output is proportional to $(1-u)/[x(1+u)]=\tanh(x/4)/x$. This limiting curve decreases for all $x>0$ and has no maximum. At finite $p$ a maximum remains, but at smaller $x$. The constant in (7) thus requires nearly complete refilling: $p=0.99$ gives $x=2.506$, and $p=0.9$ gives 2.442.

**A slow meter.** For a first-order meter with time constant $T/r$, the output for unit input amplitude is $y=ae^{-x\tau}+ce^{-r\tau}$. The meter equation $dy/d\tau=r(e^{-x\tau}-y)$ gives $a=r/(r-x)$, and periodicity gives $c=-a(1-e^{-x})/(1-e^{-r})$. The lock-in output is $af(x)+cf(r)$. A time constant of 0.1 ms at $T=20$ ms moves the peak to $x=2.538$, about 1% upward.

### A trap in a silicon diode

Consider a p⁺n silicon diode. The trap has $E=0.45$ eV and $\sigma=10^{-15}$ cm², rough values in the regime of the phosphorus–vacancy pair in silicon. It is acceptor-like: negative when filled and neutral when empty. The donor density is $N_d=10^{15}$ cm⁻³ and the trap density $N_t=10^{13}$ cm⁻³. The diode is held at 5 V reverse bias and pulsed to 0 V for 1 µs. We fix the built-in voltage at 0.8 V, the area at 0.010 cm² and the relative permittivity at 11.7. Near 240 K, 0.8 V corresponds to an acceptor density of only about $3\times10^{16}$ cm⁻³; $10^{18}$ cm⁻³ would give about 0.87 V and lower the amplitude found below by about 1%.

For $T=20$ ms the rate at the peak is

$$e=\frac{2.5129}{0.020\ \mathrm{s}}=125.6\ \mathrm{s^{-1}}. \tag{18}$$

With the model masses fixed at $m_l=0.916$ and $m_t=0.190$ electron masses, $\gamma=6.99\times10^{21}$ cm⁻² s⁻¹ K⁻². Equation (12) reaches this rate at $\Theta_p=238.7$ K. The half-height temperatures are 224.0 and 252.9 K, so the peak is about 29 K wide.

The amplitude follows from the depletion charge. Let $W$ be the depletion width at 5 V and $W_p$ that during the pulse. Traps within a distance $\lambda$ of the depletion edge lie below the Fermi level and remain filled. The band bending at that distance fixes

$$\lambda^2=\frac{2\varepsilon(E_F-E_t)}{q^2N_d},\qquad
E_F-E_t=E-k\Theta\ln\frac{N_c}{N_d}, \tag{19}$$

where $E_F$ is that of the neutral region. If the pulse fills every trap below the Fermi level, extra trapped electrons then occupy the region from $W_p-\lambda$ to $W-\lambda$. Poisson's equation at constant voltage keeps the first moment of the charge fixed. To first order in $N_t/N_d$, the widening $\delta W$ obeys $N_dW\,\delta W=\tfrac12N_t[(W-\lambda)^2-(W_p-\lambda)^2]$. Since $C\propto1/W$, the relative capacitance deficit is

$$\frac AC=\frac{N_t}{2N_d}\,\frac{(W-\lambda)^2-(W_p-\lambda)^2}{W^2}. \tag{20}$$

Here $W=2.739$, $W_p=1.017$ and $\lambda=0.565$ µm, so the last fraction is $(2.174^2-0.452^2)/2.739^2=0.603$. With $C=37.83$ pF, $A=37.83\ \mathrm{pF}\times0.005\times0.603=114$ fF. The lock-in peak is $0.2036\times114=23.2$ fF.

Peak temperatures for five periods, at constant $A$, are:

| $T$ (ms) | $\Theta_p$ (K) |
|---:|---:|
| 5 | 253.37 |
| 10 | 245.83 |
| 20 | 238.70 |
| 50 | 229.86 |
| 100 | 223.59 |

These peaks were located from the integrated transient, without imposing (7). Equation (14) then recovers 0.4500 eV and $1.000\times10^{-15}$ cm². Using the sine constant for the same peaks leaves the energy at 0.4500 eV but gives $0.938\times10^{-15}$ cm², as the ratio $2.357/2.513$ requires.

### Corrections in this example

The amplitude is not strictly constant. The bracket in (20) equals $(W-W_p)(W+W_p-2\lambda)$. As temperature rises, $E_F-E_t$ and $\lambda$ fall in this range, and $A$ grows by 0.085% per kelvin at fixed built-in voltage. Near the peak, (11) gives $\ln f\approx\ln f(x_*)-\tfrac12\kappa(\delta\ln x)^2$. Setting the temperature derivative of $\ln A+\ln f$ to zero, and using $\delta\ln x\approx(d\ln x/d\Theta)\,\delta\Theta$, yields

$$\delta\Theta\approx\frac{d\ln A/d\Theta}{\kappa(d\ln x/d\Theta)^2},\qquad
\frac{d\ln x}{d\Theta}=\frac{2+E/k\Theta}{\Theta}. \tag{21}$$

At the 20 ms peak the logarithmic rate slope is 0.100 K⁻¹. Thus $\delta\Theta\approx0.00085/(0.756\times0.100^2)=0.11$ K, in agreement with the full scan. Fitting all five shifted peaks gives 0.4495 eV and $0.963\times10^{-15}$ cm². Taken alone, this small drift therefore alters the cross section by 4% while changing the energy by only 0.5 meV. In a real diode the built-in voltage falls as temperature rises; including this raises the drift to about 0.11% per kelvin, the shift to about 0.15 K and the change in cross section to about 5%.

The electric field also changes the rate. The emptied trap is neutral, so there is no Coulomb barrier to lower, but electrons can tunnel. To estimate this, assume that emission scales with the local thermal density of band states. For a uniform force $F$, $H=p^2/2m-Fx_s$, with position $x_s=i\hbar\,\partial_p$. Let $\beta=1/k\Theta$. Evolving a position state at $x_s=0$ with $e^{-\beta H}$ shifts its momentum argument by $i\hbar F\beta$ and gives the density

$$\rho=\int\frac{dp}{2\pi\hbar}
\exp\!\left[-\int_0^\beta\frac{(p+i\hbar Fs)^2}{2m}\,ds\right]. \tag{22}$$

The inner integral is $[\beta(p+i\hbar F\beta/2)^2-\hbar^2F^2\beta^3/12]/2m$. The Gaussian part is the zero-field result, so the rate is multiplied by

$$\exp\!\left[\frac{\hbar^2F^2}{24m(k\Theta)^3}\right]. \tag{23}$$

At the largest field, 0.042 MV/cm, the lighter mass $m_t$ gives an increase of 3.5%. If all observed traps had this rate, the peak would move down by about $0.035/0.100=0.35$ K. The observed traps see a lower field, and the increase weighted over them is 0.8%. These figures are not upper bounds for a real defect. Equation (23) equals $\exp(F^2\tau_2^3/3m\hbar)$ with $\tau_2=\hbar/2k\Theta=1.6\times10^{-14}$ s, whereas in phonon-assisted tunnelling $\tau_2$ also contains a defect-specific time. Adding $10^{-14}$ s, for example, would give 16% at the largest field and 3.5% weighted over the observed traps. The field is well below the rough breakdown value of 0.3 MV/cm.

The pulse itself raises the capacitance by $C(W/W_p-1)$. Averaged over 20 ms, this contributes 3.2 fF in magnitude, or 14% of the peak signal. Its sign depends on which half of the weighting contains the pulse. With the built-in voltage fixed, the offset is constant in temperature: it changes the apparent height but not the peak position. A temperature-dependent built-in voltage would let it move the peak by about 0.03 K. The pulse lasts 20 capture time constants at electron density $N_d$, so refilling is essentially complete there. In the depletion edge the electron density is much lower and a 1 µs pulse leaves some traps empty, so with the smooth Poisson–Boltzmann electron profile the amplitude is about 108 fF, 5% below the 114 fF found above. Capture in the edge also continues during the transient and speeds its decay there, which moves the 20 ms peak down by about 0.25 K. This is somewhat larger than the drift shift and opposite in sign, so neither correction should be applied without the other. With the smooth profile and fixed built-in voltage, $A$ grows by 0.13% per kelvin; the two effects together put the 20 ms peak 0.07 K below the tabulated value, and the five peaks fit to 0.4497 eV and $0.994\times10^{-15}$ cm². For a donor depth of 0.045 eV, freeze-out is about 0.09% if only the donor ground state is counted; the valley-split 1s states of phosphorus raise it to about 0.35%, and the next excited states to about 0.7%, still small here. The ratio $N_d/N_c=5\times10^{-5}$ supports nondegenerate statistics. The nonlinear law $C\propto\sqrt{N_d-N_te^{-et}}$, for traps throughout the depletion layer, moves the peak only to $x=2.509$.

In a real measurement, the assumption of an instant meter with no gate-off must be checked. If the meter must be blanked for 1 ms after each switching edge, the 20 ms peak belongs to $x=2.267$. Assigning 2.513 would overestimate the rate by 11%. If the blanked fraction is the same for every period, this rescales only $\sigma$. If the blanking time is fixed while $T$ varies, the peak constant varies with $T$, and the fitted energy is affected too. For a fixed 1 ms blanking and the five periods above, assigning 2.513 throughout gives 0.502 eV and $1.5\times10^{-14}$ cm² in place of 0.450 eV and $10^{-15}$ cm².

### A continuum of interface states

States at a Si/SiO₂ interface can cover a range of energies instead of one level. Suppose their density is flat over a range much wider than the response window, their cross sections are equal, and all are filled by each pulse. Let each contribute equally to $A$. At fixed temperature, (12) gives $|dE|=k\Theta\,dx/x$, so the summed signal is proportional to $k\Theta\int_0^\infty f\,dx/x$. Put $y=x/2$ and integrate by parts; the boundary terms vanish:

$$\int_0^\infty\frac{f(x)}x\,dx
=\frac12\int_0^\infty\frac{(1-e^{-y})^2}{y^2}\,dy
=\int_0^\infty\frac{e^{-y}-e^{-2y}}y\,dy=\ln2. \tag{24}$$

The last integral follows by writing the integrand as $\int_1^2e^{-ay}\,da$ and integrating over $y$ first. The signal now grows in proportion to $\Theta$ and has no peak. The number 2.51 then identifies the most strongly weighted energy, $E_*=k\Theta\ln(\sigma\gamma\Theta^2T/x_*)$. At 238.7 K the half-height window is $k\Theta\ln(9.67/0.527)=0.060$ eV wide. A broad interface signal therefore cannot be assigned a single trap energy through (14).

The inputs and main computed values are listed in the numerical output that follows.

## Numbers as computed

```
Peak x = eT, closed form: 2.512862; quadrature: 2.512862
Peak height S/A: 0.20363; S/A at x=1: 0.15482, at x=5: 0.16851
Curvature of ln S in ln x at peak: -0.7564
Half-height x: 0.5270 and 9.6658
Peak x, sine weighting: 2.3566
Peak x, first 1.0 ms of each half blanked (T=20 ms): 2.2668
Peak x, weighting delayed by 5 degrees: 2.3588
Peak x, meter time constant 0.1 ms: 2.5383
Peak x, each pulse fills half of the empty traps: 2.0741
Peak x, square-root capacitance law: 2.5090
Input trap depth: 0.45 eV; cross section: 1.0e-15 cm2
Input donors: 1.0e+15 cm^-3; traps: 1.0e+13 cm^-3
Input reverse bias: 5.0 V; built-in: 0.8 V; pulse: 1.0 us
Input area: 0.010 cm2; relative permittivity: 11.7
Input masses (m_e): long. 0.916, transv. 0.190
Emission rate at peak, T=20 ms: 125.64 s^-1
Peak temperature, T=20 ms: 238.70 K
Thermal speed at peak: 2.050e+07 cm/s
Band density N_c at peak: 1.943e+19 cm^-3
gamma = v N_c/theta^2: 6.9921e+21 cm^-2 s^-1 K^-2
Half-height temperatures: 224.00 K and 252.93 K
T=    5 ms: peak 253.371 K; with amplitude drift 253.516 K
T=   10 ms: peak 245.825 K; with amplitude drift 245.952 K
T=   20 ms: peak 238.697 K; with amplitude drift 238.810 K
T=   50 ms: peak 229.862 K; with amplitude drift 229.958 K
T=  100 ms: peak 223.585 K; with amplitude drift 223.671 K
Arrhenius fit: E=0.45000 eV, sigma=1.0000e-15 cm2
Same peaks, sine constant: E=0.45000 eV, sigma=9.3780e-16 cm2
Fit with amplitude drift: E=0.44947 eV, sigma=9.6346e-16 cm2
Depletion width: 2.739 um; during pulse: 1.017 um
Edge length with filled traps: 0.565 um
Capacitance: 37.83 pF; transient amplitude: 114.0 fF
Amplitude relative to N_t/(2 N_d): 0.603
Lock-in peak signal: 23.21 fF
Offset from pulse capacitance: 3.20 fF (13.8 % of peak)
Amplitude drift: 0.0854 %/K
Peak shift by drift: scan 0.1128 K, formula 0.1129 K
Largest field: 0.0424 MV/cm; rough breakdown: 0.3 MV/cm
Rate increase by tunnelling at largest field: 3.50 %
Pulse length in capture time constants: 20.5
Un-ionized donors (depth 0.045 eV): 0.092 %
Degeneracy measure n/N_c: 5.15e-05
```
